# Comment on the Claim That Direct Tunnelling Current Is Temperature Independent

**The argument under review.** The manuscript considers electrons that tunnel directly through a two-layer gate insulator between metallic contacts. It argues as follows. No electron has to be lifted over a barrier, so no activation energy enters. Heating smears the Fermi edge symmetrically, so carriers gained above the Fermi level replace those lost below it. The current is therefore independent of temperature, and any measured rise must come from traps.

The first statement is sound for the insulator considered. The second is true of the number of carriers in a flat density of states, but the current counts carriers weighted by their transmission. The question is what that weight does to the cancellation.

**Current and assumptions.** I take coherent, elastic tunnelling with conserved transverse wavevector $k$, one parabolic band with two spins, and a barrier that does not itself change with temperature. Energies are measured from the emitter Fermi level, so $\mu_L=0$ and $\mu_R=-qV$, with $q>0$ and $V>0$. Both contacts are at temperature $T$, and $k_B$ is Boltzmann's constant.

For each $k$, states moving toward the barrier carry the particle flux $2\int (dk_x/2\pi)\,v_x f D$. Since $v_x\,dk_x=dE/\hbar$, this is $(2/h)\int f D\,dE$. Summing over $k$ and subtracting the reverse flow gives the current magnitude per area,

$$J=\frac{2q}{h}\int N(E)\,[f_L(E)-f_R(E)]\,dE,\qquad N(E)=\int\frac{d^2k}{(2\pi)^2}D(E,k).$$

The temperature enters through the Fermi functions $f_L$ and $f_R$ alone. The weight that matters is $N$, the transmission summed over transverse wavevector.

**How steep is the weight?** In the semiclassical approximation with unit prefactor,

$$D=e^{-2S},\qquad S=\int\kappa\,dx,\qquad \kappa^2=\frac{2m}{\hbar^2}[U(x)-E]+k^2.$$

At fixed $x$, $\partial\kappa/\partial E=-m/(\hbar^2\kappa)$. The slope of $\ln D$ at $k=0$ is therefore

$$c_0=2\int\frac{m\,dx}{\hbar^2\kappa}.$$

For small $k$, $\kappa\simeq\kappa_0+k^2/(2\kappa_0)$, where $\kappa_0$ is the value at $k=0$. Hence $D(E,k)\simeq D(E,0)e^{-sk^2}$ with $s=\int dx/\kappa_0$. The transverse integral is

$$N\simeq D(E,0)\,\frac{1}{2\pi}\int_0^\infty k\,e^{-sk^2}dk=\frac{D(E,0)}{4\pi s}.$$

Taking the logarithmic derivative,

$$c\equiv\frac{d\ln N}{dE}\simeq c_0-\frac{s'}{s},\qquad s'=\frac{ds}{dE}=\int\frac{m\,dx}{\hbar^2\kappa_0^3}>0.$$

The correction is negative because a higher energy makes the transmission fall off faster with $k$.

**The thermal factor.** Suppose $N=N_Fe^{cE}$ over the energies that carry current. With $u=E/k_BT$ and $a=ck_BT$, the emitter term needs

$$\int_{-\infty}^{\infty}\frac{e^{cE}}{1+e^{E/k_BT}}dE=k_BT\,I,\qquad I=\int_{-\infty}^{\infty}\frac{e^{au}}{1+e^u}du.$$

The integral converges at the lower end if $a>0$ and at the upper end if $a<1$. Close the contour counterclockwise with the line shifted up by $2\pi i$. The denominator is unchanged there, the numerator gains $e^{2\pi ia}$, and the distant vertical sides vanish for $0<a<1$. The enclosed pole is at $u=i\pi$, where $1+e^{i\pi+\epsilon}\simeq-\epsilon$, so its residue is $-e^{i\pi a}$. Thus

$$I(1-e^{2\pi ia})=-2\pi i\,e^{i\pi a}.$$

Dividing by $e^{i\pi a}$ turns the left side into $-2i\,I\sin\pi a$, so $I=\pi/\sin\pi a$.

For the collector, set $E=E'-qV$. Its integral is the same one multiplied by $e^{-cqV}$. Therefore

$$J(T)=\frac{2q}{h}N_F(1-e^{-cqV})\frac{\pi k_BT}{\sin(\pi ck_BT)}.$$

At zero temperature the Fermi functions leave the interval between the two levels:

$$J(0)=\frac{2q}{h}N_F\int_{-qV}^{0}e^{cE}dE=\frac{2q}{h}\frac{N_F}{c}(1-e^{-cqV}).$$

The ratio is the thermal enhancement,

$$\boxed{\frac{J(T)}{J(0)}=\frac{x}{\sin x},\qquad x=\pi ck_BT,\qquad 0<ck_BT<1.}$$

For small $x$, $\sin x=x-x^3/6+\dots$, so the fractional rise begins as $x^2/6$. At fixed $c$ the bias has cancelled. In the low-bias limit $1-e^{-cqV}\to cqV$, and the conductance carries the same factor.

**Why symmetric smearing does not cancel.** Integrate the emitter term by parts. The boundary terms vanish under the same condition on $a$, and

$$\int e^{cE}\left(-\frac{df}{dE}\right)dE=c\int e^{cE}f\,dE=\frac{x}{\sin x}.$$

The function $-df/dE$ is even, positive and of unit area. The enhancement is thus the average of $e^{cE}$ over a symmetric distribution, and for a convex function this exceeds the value at the centre. Comparing the $c^2$ terms on both sides also gives $\langle E^2\rangle=\pi^2(k_BT)^2/3$.

This variance handles any smooth $N$. Let $M'=N$. For each contact, $\int Nf\,dE$ becomes the average of $M$ about $\mu$, apart from a lower-limit constant common to both contacts. Expanding $M$ to second order and subtracting the contacts,

$$J(T)-J(0)=\frac{2q}{h}\frac{\pi^2}{6}(k_BT)^2[N'(\mu_L)-N'(\mu_R)]+O(T^4).$$

If $N$ is linear throughout the contributing energies, the two derivatives are equal and the current does not change. In that case the manuscript's cancellation is right. If $N$ is concave between the Fermi levels, the leading change is a fall. Broadening therefore enhances the current when $N$ is convex in energy, as it is for the exponential, and not because heating must help tunnelling.

Dividing by $J(0)$ defines the slope that governs the $T^2$ term at finite bias:

$$c_{\rm eff}^2=\frac{N'(\mu_L)-N'(\mu_R)}{\int_{\mu_R}^{\mu_L}N\,dE}.$$

It equals $c^2$ for a pure exponential. An exponential fitted just at the emitter Fermi level is otherwise an approximation, since current also comes from roughly $1/c$ below it.

**A worked stack.** Take a high-k layer of 2.0 nm (barrier 2.0 eV, mass $0.2\,m_e$, permittivity 20) followed by an interlayer of 0.8 nm (3.1 eV, $0.5\,m_e$, permittivity 4), between identical metals at 1.0 V. Continuity of displacement makes the interlayer field five times the high-k field. Hence $F_1=1/(2.0+5\times0.8)=0.167$ V/nm, or 1.67 MV/cm, and $F_2=8.33$ MV/cm. The barrier falls from 2.0 to 1.667 eV in the first layer and from 2.767 to 2.1 eV in the second, so it stays above the emitter Fermi level throughout.

The action is $S=10.72$, giving $D=e^{-21.44}=4.89\times10^{-10}$. With $s=0.787$ nm², the small-$k$ formula gives

$$N_F\simeq\frac{4.89\times10^{-10}}{4\pi\times0.787}=4.94\times10^{-11}\ \text{nm}^{-2},$$

against $5.22\times10^{-11}$ nm$^{-2}$ from the full transverse integral. The slope estimate is $5.25-0.26=4.99$ eV$^{-1}$, against 5.00 eV$^{-1}$ from the integrated $N$. At 300 K,

$$x=\pi\times5.00\times0.02585=0.406,\qquad \frac{x}{\sin x}-1=2.8\%.$$

At 400 K, $x=0.542$ and the rise is 5.1%. Both rises are relative to 0 K with the barrier held fixed. Direct integration of the curved $N(E)$ gives 2.7% and 4.9%. The small deficit follows from curvature. Write $c(E)\simeq c+c'E$ and use $N''/N=c^2+c'$. For $cqV\gg1$ the mean energy at $T=0$ is about $-1/c$, so to first order in $c'$

$$c_{\rm eff}^2\simeq c^2-2c'+c'=c^2-c'.$$

Here the slope increases with energy, and $c_{\rm eff}=4.90$ eV$^{-1}$ lies below $c$.

Wave matching replaces the assumed unit prefactor by the one that the interfaces set, which can exceed one. With free-electron metals whose band bottom lies 5.0 eV below each Fermi level, this raises the zero-temperature current from 0.084 to 0.29 A/cm². Its 400 K rise is nevertheless 5.1%. In this stack the prefactor matters far more for the current than for its temperature ratio.

**What the small activation energy means.** An Arrhenius plot of this current would yield

$$E_a=k_BT\frac{d\ln J}{d\ln T}=k_BT(1-x\cot x),$$

because $\ln J=\ln x-\ln\sin x+\text{constant}$ and $x\propto T$. At 350 K this is 2.3 meV. It is not a barrier or a trap depth. For small $x$ it tends to $k_BTx^2/3$, which varies as $T^3$, so the plot has no constant slope.

The mean energy of the emitter term is the derivative of $\ln[\pi k_BT/\sin(\pi ck_BT)]$ with respect to $c$, namely $-\pi k_BT\cot x$. For the pure exponential at 300 K it is $-0.19$ eV; the curved $N(E)$ of the stack gives about $-0.21$ eV. The carriers lie on average below the Fermi level, even though heating increases the current.

**Where the result stops.** Above the emitter level the integrand decays over an energy $k_BT/(1-ck_BT)$. As $ck_BT\to1$ this range grows without limit, and the exponential must give way to the actual transmission near the barrier top. For the present slope $ck_BT=1$ falls near 2300 K, but this is not the working limit of the formula. The slope of $\ln N$ increases with energy, so carriers near the barrier top make the exponential fail well below that temperature, though still far above device use.

Thickness matters sooner. For a uniform barrier of height $\delta$ above the Fermi level and thickness $d$, $c_0=2md/(\hbar^2\kappa)$ with $\kappa^2=2m\delta/\hbar^2$. When $\kappa d\gg1$ the transverse correction is relatively small, and

$$\frac{J(T)}{J(0)}-1\simeq\frac{\pi^2}{6}(c_0k_BT)^2=\frac{\pi^2}{3}\frac{md^2(k_BT)^2}{\hbar^2\delta}.$$

At fixed height and mass, a thicker barrier carries less current but has a larger fractional temperature dependence, provided $x$ remains small.

**Comparison with real gate stacks.** The parameters are round values, roughly in the regime of hafnium oxide on a thin silicon-oxide interlayer. The interlayer field is high, close to the rough 10 MV/cm scale of oxide breakdown. Image-force lowering is left out; lowering the whole high-k barrier by a rough 0.25 eV would about double the current and move the 400 K rise only from 4.9% to 5.3%. A serious simplification is the parabolic dispersion deep in the gap. With two-band dispersion, $\kappa^2=(2m/\hbar^2)\delta(1-\delta/E_g)$ at $k=0$, where $\delta$ is now the local depth below the band edge, and

$$\frac{d\kappa}{d\delta}=\frac{m}{\hbar^2\kappa}\left(1-\frac{2\delta}{E_g}\right),$$

which vanishes at midgap. For assumed gaps of 6 and 9 eV and unchanged masses, the zero-temperature current grows 55-fold and the 400 K rise drops from 4.9% to 1.0%. The $T^2$ law for smooth $N$ still applies, but the smaller rise corresponds to a $c_{\rm eff}$ roughly half as large. The few-per-cent figure is thus a result of the parabolic model, not a prediction for a device. A silicon electrode would add depletion and subband quantization, which are not sized here.

**Consequence for the manuscript's inference.** In the parabolic model, broadening raises the current by 2.1% between 300 and 400 K. If both barriers also fell by an assumed 0.1 meV/K, the 400 K current would gain another 4.9%; a fall of only 4.4 meV over the interval would mimic the broadening. A trap current that at 300 K equals 5% of the tunnelling current, with an assumed activation energy of 0.15 eV, would grow by 400 K by an amount equal to 16% of the 300 K tunnelling current. With the two-band dispersion, broadening alone would give only about 0.5% over the same interval. Until the slope and the barrier drift are known, a rise of a few per cent therefore does not identify traps, and its size alone does not identify broadening either. The manuscript should replace "temperature independent" by "weakly temperature dependent at fixed barrier", and should determine the slope $c$ and the barrier drift before assigning the remainder. The numerical output gives the separate contributions.

## Values computed for the example and the checks

```
Thickness high-k, interlayer (nm): [2.  0.8]
Barrier high-k, interlayer (eV): [2.  3.1]
Mass high-k, interlayer (m_e): [0.2 0.5]
Relative permittivity high-k, interlayer: [20.  4.]
Bias: 1.0 V; metal band depth: 5.0 eV
Field high-k, interlayer (MV/cm): [1.67 8.33]
Barrier at layer entry under bias (eV): [2.    2.767]
Barrier at layer exit (eV): [1.667 2.1  ]
Action at Fermi level, k=0: 10.720
Transmission exp(-2 action): 4.888e-10
Slope c0 at k=0: 5.250 1/eV
Transverse length squared s: 0.7873 nm^2
Correction s'/s: 0.262 1/eV
Slope c estimated as c0-s'/s: 4.988 1/eV
Slope c from integrated N: 5.003 1/eV
Two-contact slope c_eff: 4.899 1/eV
N at Fermi level, integrated: 5.223e-11 nm^-2
N at Fermi level, small-k formula: 4.940e-11 nm^-2
J at 0 K, integrated: 0.0836 A/cm2
J at 0 K, exponential formula: 0.0803 A/cm2
300 K: kT = 0.02585 eV; ckT = 0.1293; x = 0.4064
300 K rise, x/sin x with c: 2.81 %
300 K rise, x^2/6 only: 2.75 %
300 K rise, with c_eff: 2.69 %
300 K rise, integrated curved N: 2.70 %
300 K rise, wave matching: 2.83 %
300 K current, integrated: 0.0858 A/cm2
300 K mean emission energy: -0.1887 eV
400 K: kT = 0.03447 eV; ckT = 0.1725; x = 0.5418
400 K rise, x/sin x with c: 5.07 %
400 K rise, x^2/6 only: 4.89 %
400 K rise, with c_eff: 4.85 %
400 K rise, integrated curved N: 4.88 %
400 K rise, wave matching: 5.12 %
400 K current, integrated: 0.0877 A/cm2
400 K mean emission energy: -0.1799 eV
Temperature where ckT = 1: 2319 K
Apparent activation energy, 350 K, formula: 2.29 meV
Apparent activation energy, integrated: 2.22 meV
Wave-matching slope: 5.104 1/eV; J at 0 K: 0.2916 A/cm2
Broadening rise from 300 to 400 K: 2.13 %
Assumed barrier drift: 0.10 meV/K downward
Added rise from drift over 100 K: 4.93 %
Barrier fall that mimics broadening: 4.37 meV
Image lowering (fast permittivity 4): 0.245 eV
Lowered whole high-k layer: J(0) times 2.15
Its 400 K rise: 5.33 %
Two-band gaps assumed: 6.0, 9.0 eV
Two-band dispersion: J(0) times 54.52
Its 400 K rise: 1.03 %
Trap current assumed: 5 % of J(300 K), 0.15 eV
Added rise by 400 K from traps: 16.3 % of J(300 K)
Emission over 2.0 eV at 400 K: 1.2e-18 A/cm2
Metal chemical potential shift, 400 K: 0.20 meV
```
